Which Trap Lifetimes Survive Regularized Inversion of Current Transients?

A recovering drain current can be converted into a nonnegative spectrum of trap lifetimes by minimizing

J(g) = |z − Ag|² + λ²h|g|², with every g_j ≥ 0.

Here z is the current record with its mean removed, divided by the noise level and reversed in sign; A holds the exponentials, also with their means removed and divided by the noise level, but not reversed in sign; h is the grid step in the logarithm of the lifetime; and λ > 0 sets the strength of the regularization. The minimizer is unique and responds to noise by a bounded amount. A peak is accepted as stable if its lifetime and area stay within set tolerances when λ and the time window change. In the model record below, two peaks pass. One of them hides two lifetimes, so passing shows that a feature is stable, and does not show that it is a single trap. The one remaining trap fails because its lifetime exceeds the record.

**The model and the free baseline**

After a filling pulse, trapped charge depresses the channel current of the device. If each trap empties exponentially, and the current responds linearly to the remaining charge, then

I(t) = I∞ − ∫ g(s) exp(−t/τ) ds, s = ln τ, g ≥ 0.

The minus sign makes emission raise the current. Nonnegativity is therefore a physical assumption: no process lowers the current during recovery. If delayed capture does so, or self-heating lowers the current as the channel warms, g needs both signs. If self-heating changes the emission rates during the transient, a superposition of fixed exponentials is no longer the right model.

Time is in seconds, current in mA/mm, g in mA/mm per unit of ln τ, and λ in mm/mA. The N samples are evenly spaced in ln t, with step Δ, and carry independent Gaussian noise of known standard deviation σ. On the lifetime grid the integral becomes Kg, with

K_ij = h exp(−t_i/τ_j).

The final current is unknown, because a record ends before recovery is complete. Call its estimate c. For a given g, the misfit is

χ² = Σ_i [I_i − c + (Kg)_i]²/σ².

Setting the derivative with respect to c to zero gives c = mean(I + Kg). Putting this back removes the mean from the bracket. With P the operation of subtracting the mean,

z = −PI/σ, A = PK/σ, χ² = |z − Ag|².

**What goes wrong with direct inversion**

Minimizing χ² alone asks for details that the exponentials have erased. To see how strongly, put u = ln t. The transient is then a convolution of g with

k(v) = exp(−e^v), v = u − s.

This kernel tends to 1 at large negative v, so it is easier to transform its derivative, −k′(v) = e^v exp(−e^v). With x = e^v and dx = e^v dv,

∫ e^v exp(−e^v) e^(−iωv) dv = ∫₀^∞ x^(−iω) e^(−x) dx = Γ(1−iω).

Differentiation multiplies a transform by iω, so |k̂(ω)| = |Γ(1−iω)|/|ω| for ω ≠ 0. The reflection formula Γ(1+a)Γ(1−a) = πa/sin(πa), taken at a = iω, gives |Γ(1−iω)|² = πω/sinh(πω). Hence

|k̂(ω)|² = π/(ω sinh πω).

Here ω is a frequency along the ln τ axis: large ω means fine structure in the spectrum. Quadrature of the defining integral confirms the formula, with 0.272 at ω = 1 and 1.69×10⁻⁴ at ω = 3. Direct inversion divides by |k̂|. It multiplies noise by 1/√0.272 = 1.9 at ω = 1, but by 1/√(1.69×10⁻⁴) = 77 at ω = 3. At large ω the factor grows as √(ω/2π) exp(πω/2). A finer lifetime grid admits higher ω and makes matters worse.

Positivity helps, since an oscillation cannot go below zero where the spectrum is empty. On top of a real peak, however, there is room to oscillate both ways. A second restraint is needed.

**The ridge term and what it resolves**

The added term λ²h|g|² approximates λ²∫g² ds. It puts a price on all spectral weight, so weight that does little to improve the fit is suppressed. Ignore positivity for a moment, and let the record be long and free of noise. A sum over samples is (1/Δ)∫du, so for a true component G(ω) and a recovered component F(ω) the cost per frequency is

|k̂|²|G − F|²/(σ²Δ) + λ²|F|².

Setting the derivative with respect to F* to zero gives |k̂|²(F − G)/(σ²Δ) + λ²F = 0, and therefore

F/G = f(ω) = 1/[1 + λ²σ²Δ/|k̂(ω)|²].

Coarse structure passes and fine structure is suppressed. The changeover lies at ω_c, where |k̂(ω_c)|² = λ²σ²Δ. Half a period, π/ω_c, is a reasonable resolution length in ln τ. It is a guide, because positivity makes the real inversion nonlinear.

In the example λ = 0.1853 mm/mA, σ = 0.2 mA/mm and Δ = 0.0576, so

λ²σ²Δ = 0.0343 × 0.0400 × 0.0576 = 7.9×10⁻⁵.

This gives ω_c = 3.22 and π/ω_c = 0.976, a lifetime ratio of 2.65. Discrete inversion of a wave packet centred on ω_c transmits 0.500, as predicted. One unit below and above ω_c the packets give 0.959 and 0.043, against 0.971 and 0.032 from the formula. The packets have a frequency spread of 1/4. To second order, averaging the filter over that spread adds f″(ω)/32, which is about −0.01 below ω_c and +0.01 above it, and this accounts for most of the difference.

Better data improve resolution slowly. For large ω, |k̂|² falls essentially as exp(−πω). Reducing λσ tenfold lowers the threshold a hundredfold and raises ω_c by somewhat less than ln(100)/π = 1.5.

**Uniqueness, and a condition that can be checked**

The matrix of second derivatives of J is 2(AᵀA + λ²h·1). It is positive definite, so J is strictly convex and grows without limit in every direction. On the closed set g ≥ 0 it has one minimizer.

The derivative with respect to g_j is

∂J/∂g_j = −2b_j + 2λ²h g_j, b = Aᵀ(z − Ag).

If g_j > 0, the derivative must vanish, so g_j = b_j/(λ²h). If g_j = 0, it must not be negative, so b_j ≤ 0. Both cases are contained in

g_j = max[0, b_j/(λ²h)].

By convexity the converse holds too: a g that obeys this condition is the minimizer. The condition has a plain meaning. A lifetime receives weight where its exponential is positively correlated with what the fit has left unexplained.

An active-set method reaches this solution. Write H = AᵀA + λ²h·1, q = Aᵀz and w = q − Hg.

1. Start with g = 0 and no free lifetimes.
2. Free the lifetime with the largest positive w_j. If there is none, stop.
3. Solve the linear equations Hs = q restricted to the free lifetimes.
4. If all free components of s are positive, set g = s and return to step 2.
5. Otherwise move from g towards s until the first component reaches zero, remove that lifetime from the free set, and return to step 3.

Step 2 always makes progress. Before it, w vanishes on the old free set. Let s be the new restricted solution and d = s − g. On the enlarged free set Hd = w, so d·w = d·Hd > 0. The one nonzero entry of w there is w_j, and d_j = s_j because g_j was zero. Thus w_j s_j > 0, and the new component starts out positive. The cost falls at each such round, so a completed free set cannot recur. There are finitely many sets, and in exact arithmetic the method ends. In the example its answer agrees with that of a separate nonnegative least-squares solver to about 10⁻¹¹ of the peak height.

**How far noise can move the spectrum**

Let g₁ and g₂ be the minimizers for records z₁ and z₂, with the same A and λ. Put d = g₂ − g₁ and e = z₂ − z₁. Moving from a minimizer towards any other allowed spectrum cannot lower J to first order. Moving from g₁ towards g₂, and from g₂ towards g₁, gives

d·[−Aᵀ(z₁ − Ag₁) + λ²h g₁] ≥ 0,
−d·[−Aᵀ(z₂ − Ag₂) + λ²h g₂] ≥ 0.

Their sum is

(Ad)·e − |Ad|² − λ²h|d|² ≥ 0.

Completing the square, (Ad)·e − |Ad|² = |e|²/4 − |Ad − e/2|² ≤ |e|²/4. Therefore

√h |g₂ − g₁| ≤ |z₂ − z₁|/(2λ).

The bound diverges as λ → 0, and then guarantees nothing. Twelve fresh noise records stayed within it; the largest response was 0.155 of the bound. It limits the effect of noise, and says nothing about the bias that the ridge term itself introduces.

**Choosing λ from the data**

Let λ₁ < λ₂ have minimizers with misfits χ₁², χ₂² and penalties R₁, R₂, where R = h|g|². Each minimizer is best for its own λ:

χ₁² + λ₁²R₁ ≤ χ₂² + λ₁²R₂,
χ₂² + λ₂²R₂ ≤ χ₁² + λ₂²R₁.

Adding them gives (λ₂² − λ₁²)(R₂ − R₁) ≤ 0, so R₂ ≤ R₁. The first line then gives χ₂² − χ₁² ≥ λ₁²(R₁ − R₂) ≥ 0. Misfit cannot fall as λ grows, and a chosen rise in misfit can be found by bisection.

One could demand that χ² equal its expected value, about N − 1 = 240 for the 241 samples used here. But χ² scatters from record to record by about √(2×240) = 22, which is more than the rise in misfit to be judged. Comparing two fits to the same record removes much of this common scatter. The rule adopted is a rise of 10 above the misfit at a very small λ. The misfit is 215.9 at λ = 0.003 mm/mA and 225.9 at λ* = 0.1853 mm/mA. The number 10 is a convention, so no conclusion should rest on λ* alone.

**What goes wrong at the ends of the window**

No choice of λ supplies information that the record lacks. If τ is much shorter than the first sample time t_a, the trap contributes at most a exp(−t_a/τ), and a small noise excursion in the first samples can mimic a large amplitude.

At the slow end, write x = t/τ ≪ 1. Then

a exp(−x) = a − ax + ax²/2 − …

The free baseline absorbs the constant a. To leading order the record fixes the slope a/τ, and neither a nor τ separately. To see what could separate them, double both:

a exp(−x) − 2a exp(−x/2)
= (a − 2a) + (−ax + ax) + (ax²/2 − ax²/4) + …
= −a + ax²/4 + …

For a = 30 mA/mm, τ = 1000 s and a record ending at 100 s, the last term reaches 30 × 0.01/4 = 0.075 mA/mm, about 0.4σ at the final sample. Summed over the record, the doubling changes χ² by 0.58, which is undetectable. With a record of 31623 s the change is 7×10⁵.

The ridge term then decides what the data leave open. For a peak of fixed shape, ∫g² grows as a². At fixed a/τ, a smaller amplitude with a shorter lifetime is cheaper, until the curvature of the data resists. A trap much slower than the record should therefore drift to shorter τ and smaller area as λ grows.

**The survival test**

The inversion is repeated for 0.3λ*, λ* and 3λ* in four windows: 10⁻⁴ to 100 s, the same start with ends at 30 s and 10 s, and 5×10⁻⁴ to 100 s. A peak is integrated between its neighbouring minima, but no farther than one decade from its maximum. Its lifetime is the logarithmic centroid of that interval. Peaks with area below 5σ = 1 mA/mm are dropped. A reference peak, taken from the longest of these windows at λ*, survives if each of the twelve runs contains a peak within a factor 1.5 in lifetime and 25% in area. The reference run is one of the twelve.

These runs share the same noise, so a noise feature could survive them. The inversion at λ* is therefore also repeated on twelve fresh noise records. A laboratory counterpart is to repeat the measurement.

**Reading a model record**

The model has I∞ = 500 mA/mm and traps at 0.005 s (20 mA/mm), 0.408 s and 0.612 s (10 mA/mm each), and 1000 s (30 mA/mm). The reference spectrum has four peaks:

4.0×10⁻⁵ s, 1.2 mA/mm: found in 6 of 12 runs, 2 of 12 fresh records
0.00508 s, 20.1 mA/mm: 12 of 12, 12 of 12
0.506 s, 19.9 mA/mm: 12 of 12, 12 of 12
636 s, 15.7 mA/mm: 2 of 12, 9 of 12

The lifetime grid has 12 points per decade from 10⁻⁵ to 10⁵ s. Halving its step at the same λ moves the last digits: the lifetimes become 3.9×10⁻⁵, 0.00508, 0.507 and 633 s, and the misfit rises by 0.9.

The first peak corresponds to no trap in the model. Its lifetime lies below the first sample time, where a single exponential of this size would contribute 1.2 exp(−2.5) = 0.10 mA/mm, half the noise level. No such peak reaches the area threshold at 3λ*, or when the early samples are removed. Shortening the late end of the record does not expose it, which is a reason to vary the early end too.

The second peak is the isolated trap. Over fresh records its lifetime scatters by 0.6% and its area by 0.06 mA/mm. In this record the lifetime is 1.5% too long, more than twice that scatter; the noise-free transient inverted at λ* gives 0.00500 s, so the offset comes from noise and not from the ridge term.

The third peak is the close pair. Its area is close to the sum 10 + 10 = 20 mA/mm, and its lifetime is close to the geometric mean, 0.5 s. The ratio 1.5 is well below the resolution guide of 2.65. Replacing the noise-free pair by one exponential, with the other traps held fixed, costs only 7.3 in χ², and freeing the other traps could only lower that cost. The merging does not hinge on the rise of 10 accepted in choosing λ*: at 0.3λ*, where the misfit is about 2 above its value at very small λ, the pair is still one peak. The peak is stable in every run, yet to call it one trap would be wrong.

The fourth peak is real in origin and wrong in both numbers. In the 100 s window, as λ rises from 0.3λ* to 3λ*, it moves from 1250 s to 354 s and its area falls from 29.9 to 9.1 mA/mm. This is the drift expected from the ridge term. The ratio of area to lifetime is much steadier:

29.9/1250 = 0.024, 15.7/636 = 0.025, 9.11/354 = 0.026 mA/mm per second.

The true ratio is 30/1000 = 0.030. Some shortfall is expected, because the initial slope of a broad peak is ∫(g/τ)ds, which exceeds its area divided by its logarithmic centroid. When the record ends at 30 s the ratio is lower still, 0.016 to 0.021, so it estimates the slope only roughly. The area 29.9 at 0.3λ* happens to lie near the truth, but nothing in the 100 s record singles out that run. When the record ends at 10 s, no slow peak reaches the area threshold.

This peak also matches its reference in 9 of 12 fresh records, although its area is about half the true value. Repetition exposes random error, but the nine matching records share a bias: a match requires an area below 20 mA/mm, where the truth is 30. Changing λ and the window exposes it.

The same fault appears in the final current. The fit to 100 s gives 487 mA/mm instead of 500, because much of the slow recovery has been assigned to the baseline. An incomplete transient can thus make current collapse look smaller than it is.

The explanation can be tested by lengthening the record and keeping λ* fixed. With data to 31623 s, the slow peak lies at 1000 s with area 30.0 mA/mm, and the final current is 500.1 mA/mm. The peak survives all six runs, which combine the three values of λ with ends at 31623 s and 10⁴ s. The trap and the method are unchanged; its lifetime now lies inside the window.

For a measured device, a surviving peak can be reported with its lifetime, its area and the resolution length, provided nothing lowers the current on a similar time scale. The survival test need not detect such a process. Adding a droop of 3 mA/mm with a time constant of 0.3 s, of the kind self-heating can cause, to the model record moves the third peak at λ* to 0.55 s and 17 mA/mm. The misfit rises only from 226 to 230, and the peak stays steady as λ changes. For a peak near the slow edge that fails, the ratio of area to lifetime is a better guide than either number alone, but it is only a rough estimate of the slope a/τ. The remedy is a longer record. The full set of runs is in the numerical output below.

Values computed for the example and the checks

```
kernel power at omega=1: 2.7203e-01
kernel power at omega=2: 5.8668e-03
kernel power at omega=3: 1.6902e-04
noise sigma: 0.2 mA/mm; true I_inf: 500.0 mA/mm
true trap: tau=0.005 s, amplitude=20 mA/mm
true trap: tau=0.4082 s, amplitude=10 mA/mm
true trap: tau=0.6124 s, amplitude=10 mA/mm
true trap: tau=1000 s, amplitude=30 mA/mm
steps: ln t 0.0576, ln tau 0.1919; samples to 100 s: 241
chi2 at small lambda 0.003 mm/mA: 215.9
lambda*: 0.1853 mm/mA; chi2: 225.9
relative gap between the two solvers: 1.3e-11
filter at omega=2.22: packet 0.959, law 0.971
filter at omega=3.22: packet 0.500, law 0.500
filter at omega=4.22: packet 0.043, law 0.032
resolution: 0.976 in ln tau, factor 2.65
pair as one exponential: tau=0.500 s, chi2 cost=7.33
doubling slow amplitude and tau, t<=10 s: chi2=6.19e-05
doubling slow amplitude and tau, t<=100 s: chi2=0.584
doubling slow amplitude and tau, t<=31623 s: chi2=7.24e+05
peaks as tau[s]:area[mA/mm]
1e-04-100 s, 0.3 lam*, chi2 218: 4.59e-05:1.39 0.00508:20 0.507:19.9 1.25e+03:29.9
1e-04-100 s, 1.0 lam*, chi2 226: 4e-05:1.21 0.00508:20.1 0.506:19.9 636:15.7
1e-04-100 s, 3.0 lam*, chi2 274: 0.00504:20.2 0.508:19.9 354:9.11
1e-04-30 s, 0.3 lam*, chi2 194: 4.6e-05:1.38 0.00509:20 0.508:20 414:8.54
1e-04-30 s, 1.0 lam*, chi2 199: 4e-05:1.21 0.00508:20.1 0.51:20 219:4.43
1e-04-30 s, 3.0 lam*, chi2 239: 0.00504:20.2 0.515:20.1 146:2.34
1e-04-10 s, 0.3 lam*, chi2 178: 4.61e-05:1.38 0.00508:20 0.513:20.1
1e-04-10 s, 1.0 lam*, chi2 182: 3.99e-05:1.21 0.00508:20.1 0.515:20.1
1e-04-10 s, 3.0 lam*, chi2 218: 0.00504:20.2 0.518:20.2
5e-04-100 s, 0.3 lam*, chi2 188: 0.0051:20 0.507:19.9 1.25e+03:29.9
5e-04-100 s, 1.0 lam*, chi2 196: 0.00507:20.1 0.506:19.9 636:15.7
5e-04-100 s, 3.0 lam*, chi2 244: 0.005:20.3 0.508:19.9 354:9.11
largest noise response / bound: 0.155
peak 3.997e-05 s, area 1.21 mA/mm: runs 6/12, fresh noise 2/12
peak 0.005077 s, area 20.08 mA/mm: runs 12/12, fresh noise 12/12
peak 0.5064 s, area 19.91 mA/mm: runs 12/12, fresh noise 12/12
peak 635.9 s, area 15.74 mA/mm: runs 2/12, fresh noise 9/12
fresh-noise spread near 0.005 s: tau 0.62 %, area 0.060 mA/mm
fresh-noise spread near 0.5 s: tau 0.62 %, area 0.069 mA/mm
long record ends at 31623 s; slow peak 1000.3 s, area 30.00 mA/mm
slow peak survives in long-window runs: 6/6
fitted I_inf: 487.18 (100 s), 500.12 (long) mA/mm
```
